# Which core holes emit Auger electrons isotropically, and why?

**Question**

I have been picturing Auger decay like this. A photon removes a core electron, the photoelectron leaves, and the ion later ejects a second electron. The ion lives long enough to forget the direction of the light, and its core shell was closed and spherical to begin with, so the Auger electrons should come out equally in all directions.

A colleague says this is wrong in general. According to her, photoionization aligns holes with $J>1/2$, and only K, L1 and L2 type holes decay isotropically after unpolarized or linearly polarized excitation. What distinguishes these holes? Does the polarization matter? And how large is the effect in a real atom?

**Answer**

Your colleague is right about the main point, but her rule needs adjusting. What matters is the total angular momentum $J$ of the decaying level. A level with $J=1/2$ emits isotropically after circular excitation too. A level with $J>1/2$ may emit anisotropically, but need not.

The weak point in your picture is "forget". A free ion conserves its angular momentum until it decays, so unequal populations of its magnetic sublevels survive.

I assume a free atom, a hole level of sharp $J$ and parity that is resolved from its neighbours, and decay before hyperfine coupling or collisions disturb it. The decay is treated as independent of the departing photoelectron. Neither the Auger electron's spin nor the final ion's orientation is recorded.

**What the decay can reveal**

Let $\rho$ be the density matrix of the hole level. The intensity along the unit vector $\mathbf n$ is linear in $\rho$:

$$W(\mathbf n)=\mathrm{Tr}[\rho F(\mathbf n)].$$

The matrix $F$ contains the squared decay amplitudes, summed over unobserved spins and ion orientations. After that sum, $\mathbf n$ is the only direction left in $F$, so $F$ is unchanged by rotations about $\mathbf n$. It is therefore diagonal in the states with definite projection $\mu$ of $\mathbf J/\hbar$ on $\mathbf n$. Call its diagonal elements $f(\mu)$.

The Coulomb interaction conserves parity. Inversion turns $F(\mathbf n)$ into $F(-\mathbf n)$, but it multiplies every state of the level by the same sign, which cancels in $F$. Hence $F(-\mathbf n)=F(\mathbf n)$. Reversing $\mathbf n$ also reverses $\mu$, so

$$f(-\mu)=f(\mu).$$

For $J=1/2$ the two diagonal elements are equal, and $F$ is a number times the unit matrix. The emission is isotropic for every $\rho$, whatever the polarization of the light.

For $J=3/2$ two numbers remain, $f_3=f(\pm3/2)$ and $f_1=f(\pm1/2)$. With $\mathbf J$ in units of $\hbar$, the operator $(\mathbf J\cdot\mathbf n)^2-5/4$ equals $+1$ for $|\mu|=3/2$ and $-1$ for $|\mu|=1/2$. Thus

$$F=\frac{f_3+f_1}{2}+\frac{f_3-f_1}{2}\left[(\mathbf J\cdot\mathbf n)^2-\frac54\right].$$

Take $z$ along the polarization of linear light, and let $\theta$ be the angle between $\mathbf n$ and $z$. With the photoelectron unobserved, the excitation is symmetric about $z$, so $\rho$ has only populations $p_M$, with $\sum_M p_M=1$. Cross terms such as $\langle J_xJ_z+J_zJ_x\rangle$ vanish, and $\langle J_x^2\rangle=\langle J_y^2\rangle=\tfrac12(\tfrac{15}{4}-\langle J_z^2\rangle)$. Therefore

$$\begin{aligned}
\langle(\mathbf J\cdot\mathbf n)^2\rangle
&=\langle J_z^2\rangle\cos^2\theta+\tfrac12\left(\tfrac{15}{4}-\langle J_z^2\rangle\right)\sin^2\theta\\
&=\tfrac54+\left(\langle J_z^2\rangle-\tfrac54\right)P_2(\cos\theta),
\end{aligned}$$

where $P_2(x)=(3x^2-1)/2$. The last bracket is the alignment,

$$A_{20}=\langle J_z^2\rangle-\tfrac54=p(|M|=\tfrac32)-p(|M|=\tfrac12).$$

Dividing $W$ by its angular average $W_0/4\pi=(f_3+f_1)/2$ gives

$$W(\theta)=\frac{W_0}{4\pi}\left[1+\alpha_2A_{20}P_2(\cos\theta)\right],\qquad \alpha_2=\frac{f_3-f_1}{f_3+f_1}.$$

The alignment $A_{20}$ describes how the hole was made, and $\alpha_2$ describes how it decays. Both must be nonzero for an anisotropic line.

Two cases need no decay calculation:

- If the final ion has $J_f=0$, the electron carries all the angular momentum. Its orbital angular momentum has no projection on its own direction of flight, because $Y_{lm}$ vanishes on its axis unless $m=0$. Only the spin contributes, so $\mu=\pm1/2$, $f_3=0$ and $\alpha_2=-1$.
- If only an $s$ wave leaves, the amplitude does not depend on $\mathbf n$, so $\alpha_2=0$. Even an aligned hole then emits isotropically.

**Why photoionization produces alignment**

Start from a closed-shell atom and linear light in the electric-dipole approximation. The operator $z=r\cos\theta$ preserves $m$ and takes an electron from $l$ to $l\pm1$. The standard expansion of $\cos\theta\,Y_{lm}$ gives the squared angular factors

$$\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}\quad(l+1),\qquad \frac{l^2-m^2}{(2l-1)(2l+1)}\quad(l-1).$$

The two outgoing waves do not interfere, because the photoelectron is unobserved. The relative probability of emptying orbital $m$ is therefore $w_m=C-Dm^2$, with $D>0$: light polarized along $z$ favours orbitals with small $|m|$.

An electron in the state $|j,M\rangle$ is a mixture of $m=M-\tfrac12$ with spin up and $m=M+\tfrac12$ with spin down. For $j=l+\tfrac12$ the probabilities are $(l+\tfrac12\pm M)/(2l+1)$, upper sign for spin up. Hence

$$\begin{aligned}
\langle m^2\rangle&=\frac{(l+\frac12+M)(M-\frac12)^2+(l+\frac12-M)(M+\frac12)^2}{2l+1}\\
&=\frac{(l+\frac12)(2M^2+\frac12)-2M^2}{2l+1}
=\frac14+\frac{2l-1}{2l+1}M^2.
\end{aligned}$$

For $j=l-\tfrac12$ the two probabilities are exchanged. The term $-2M^2$ changes sign, and the coefficient of $M^2$ becomes $(2l+3)/(2l+1)$. I neglect spin-orbit effects on the radial functions, so the radial integrals do not depend on spin. The two spin parts lead to orthogonal final states and their probabilities add:

$$p_M\propto C-D\langle m^2\rangle.$$

The hole has the opposite projection to the missing electron, which does not matter because only $M^2$ appears. Both coefficients of $M^2$ are positive for $l\ge1$, so $p_M$ falls with $|M|$. In this model every hole with $j>1/2$ is aligned. For $j=1/2$ there is only one value of $M^2$, and hence no alignment.

For a $p_{3/2}$ hole, let $R_s$ and $R_d$ be the radial dipole integrals to the $s$ and $d$ waves. Then

$$w_m=\frac{1-m^2}{3}R_s^2+\frac{4-m^2}{15}R_d^2,\qquad \langle m^2\rangle=\frac14+\frac{M^2}{3}.$$

The mean $\langle m^2\rangle$ is $1$ for $|M|=3/2$ and $1/3$ for $|M|=1/2$, so the populations are proportional to

$$\frac{R_d^2}{5}\quad\text{and}\quad\frac{2R_s^2}{9}+\frac{11R_d^2}{45}.$$

Their difference is $-\tfrac29(R_s^2+\tfrac15R_d^2)$ and their sum is $\tfrac29(R_s^2+2R_d^2)$. Hence

$$A_{20}=-\frac{R_s^2+R_d^2/5}{R_s^2+2R_d^2}.$$

A pure $s$ wave gives $-1$ and a pure $d$ wave gives $-1/10$.

Unpolarized light is an equal mixture of linear polarizations along $x$ and $y$, with the beam along $z$. Since $n_x^2+n_y^2+n_z^2=1$, the three functions $P_2(n_x)$, $P_2(n_y)$ and $P_2(n_z)$ add to zero. The average of the first two is $-\tfrac12P_2(n_z)$. Measured from the beam, the anisotropy therefore has half the size and the opposite sign.

**Magnesium as an example**

After 2p ionization, consider the decay

$$\mathrm{Mg}^+(2p^53s^2)\rightarrow\mathrm{Mg}^{2+}(2p^6\ {}^1S_0)+e^-.$$

The final ion has $J_f=0$, so the L3 line has $\alpha_2=-1$ and its anisotropy parameter is $\beta=\alpha_2A_{20}=-A_{20}$ for linear light. The L2 line is isotropic.

The radial functions solve

$$-\frac{\hbar^2}{2m_e}u''+\left[V(r)+\frac{\hbar^2l(l+1)}{2m_er^2}\right]u=\varepsilon u,\qquad R_{l'}=\int_0^\infty u_{\varepsilon l'}\,r\,u_{2p}\,dr,$$

with continuum functions normalized per unit energy. Here $V$ is the self-consistent Hartree–Slater potential with full Slater exchange and the Latter tail $-e^2/(4\pi\varepsilon_0r)$. This level of theory omits relaxation, correlation beyond the local potential, channel coupling and relativity. The computed 2p eigenvalue, $-56.4$ eV, sets the photon energy scale and is not a measured threshold. The digits below belong to this model and to the radial grid used. They are kept so that the arithmetic can be followed, and the last digits of $R_s^2$, $R_d^2$ and their ratio are not converged with respect to the grid. Doubling the grid step moves $A_{20}$ by up to $6\times10^{-4}$, but the choice of potential matters far more near threshold. At 5 eV photoelectron energy, $\beta$ for linear light changes from 0.23 to 0.28 if the exchange term is scaled by $2/3$, and to about 0.15 if the outgoing electron moves in the local potential of the relaxed ion. At 20 eV these variants give 0.14 to 0.16, and from 50 eV upward they stay within about 0.006 of the table. The error from correlation and channel coupling has not been estimated, so for real magnesium only the rough size of $\beta$ should be taken from these numbers, and the 5 eV value is the least reliable.

For a 5 eV photoelectron (photon energy 61.4 eV), $R_s^2=4.851$ and $R_d^2=13.952\ \mathrm{pm^2/eV}$, so

$$\beta=\frac{4.851+13.952/5}{4.851+2(13.952)}=\frac{7.641}{32.755}=0.233.$$

Since $P_2=1$ at $0^\circ$ and $-1/2$ at $90^\circ$,

$$\frac{W(0^\circ)}{W(90^\circ)}=\frac{1+0.233}{1-0.233/2}=1.40.$$

For unpolarized light $\beta=-0.117$, and the same ratio, measured from the beam, is 0.83.

| Photoelectron energy (eV) | $R_s^2/R_d^2$ | $\beta$, linear | $\beta$, unpolarized |
|---:|---:|---:|---:|
| 5 | 0.35 | 0.233 | −0.117 |
| 20 | 0.12 | 0.150 | −0.075 |
| 50 | 0.075 | 0.133 | −0.066 |
| 100 | 0.070 | 0.131 | −0.065 |
| 200 | 0.078 | 0.134 | −0.067 |

The small rise at the end is a feature of this model and follows from the second column. With $x=R_s^2/R_d^2$, $\beta=(x+1/5)/(x+2)$, whose derivative $(9/5)/(x+2)^2$ is positive. So $\beta$ falls and rises with $x$.

Circular light shows that equal populations are not what makes L2 isotropic. At 50 eV photoelectron energy, one helicity gives L2 hole populations of 0.28 and 0.72. The hole is oriented, yet its spin-summed Auger intensity is still the same in all directions. The numerical check confirms this with explicit decay amplitudes.

**Where the shell label misleads**

"K hole" implies $J=1/2$ only if the rest of the ion contributes no angular momentum. Suppose linear light excites a 1s electron of a closed-shell atom into an outer p orbital. The excited state has $J=1$, $M=0$. Let it decay to an ion with $J_f=1/2$, and suppose that only a $p_{3/2}$ wave leaves. The electron then has projection $\pm1/2$, and its distribution is

$$\frac23|Y_{10}|^2+\frac13|Y_{11}|^2=\frac{1+3\cos^2\theta}{8\pi}=\frac{1+P_2(\cos\theta)}{4\pi}.$$

This K vacancy emits anisotropically. A real line may also contain a $p_{1/2}$ wave, which would change the coefficient.

The alignment result has a limit as well. If spin-orbit coupling changes the continuum waves, the $s_{1/2}$, $d_{3/2}$ and $d_{5/2}$ channels of a $p_{3/2}$ hole must be weighted separately. Their computed alignments are $-1$, $+0.8$ and $-0.2$. The nonrelativistic $d_{3/2}:d_{5/2}$ weights of $1:9$ return $0.1(0.8)+0.9(-0.2)=-0.1$. Other weights could, in principle, make the total vanish.

So before treating an Auger line as isotropic, ask for the $J$ of the whole decaying level. If $J=0$ or $J=1/2$, the assumption is safe under the conditions above. If $J>1/2$, you need to know both how the level was populated and how it decays; for $J=3/2$ and an excitation with a symmetry axis (fully linear, circular or unpolarized light) this information is $A_{20}$ and $\alpha_2$. Partially linearly polarized light has no such axis, and the intensity then also depends on the azimuth about the beam. For the $J=3/2$ lines treated here, a detector at $54.7^\circ$ from the symmetry axis, where $P_2=0$, measures the angular average directly.

## Numbers as computed

```
Angular results (dimensionless)
A20 of p3/2 hole, s1/2 channel only: -1.0000
A20 of p3/2 hole, d3/2 channel only: 0.8000
A20 of p3/2 hole, d5/2 channel only: -0.2000
nonrelativistic weight ratio d5/2 : d3/2 = 9.0000
A20 of p3/2 hole, pure d wave = -0.1000
alpha2 for J=3/2 to Jf=0 = -1.0000
alpha2 for J=3/2, s wave only = 0.0000
beta, K-excited J=1 M=0, p3/2 wave only = 1.0000
J=1/2 pattern spread, definite parity = 1.1e-15
J=1/2 pattern spread, artificial mixed parity = 0.531
Magnesium, Hartree-Slater with Latter tail
eigenvalue 1s = -1290.34 eV
eigenvalue 2s = -89.09 eV
eigenvalue 2p = -56.41 eV
eigenvalue 3s = -6.87 eV
-1/r tail begins at 163.3 pm
photoelectron 5 eV, photon 61.41 eV:
  Rs2 = 4.8513, Rd2 = 13.9518 pm^2/eV
  L3 linear: A20 = -0.2333, beta = 0.2333, W(0)/W(90 deg) = 1.3962
  L3 unpolarized: beta = -0.1166, W(0)/W(90 deg) = 0.8347
photoelectron 20 eV, photon 76.41 eV:
  Rs2 = 2.5347, Rd2 = 21.6957 pm^2/eV
  L3 linear: A20 = -0.1497, beta = 0.1497, W(0)/W(90 deg) = 1.2427
  L3 unpolarized: beta = -0.0748, W(0)/W(90 deg) = 0.8918
photoelectron 50 eV, photon 106.41 eV:
  Rs2 = 0.9772, Rd2 = 12.9667 pm^2/eV
  L3 linear: A20 = -0.1327, beta = 0.1327, W(0)/W(90 deg) = 1.2132
  L3 unpolarized: beta = -0.0663, W(0)/W(90 deg) = 0.9037
  L2 circular q=+1: p(+1/2) = 0.2772, p(-1/2) = 0.7228
photoelectron 100 eV, photon 156.41 eV:
  Rs2 = 0.3058, Rd2 = 4.3566 pm^2/eV
  L3 linear: A20 = -0.1305, beta = 0.1305, W(0)/W(90 deg) = 1.2094
  L3 unpolarized: beta = -0.0653, W(0)/W(90 deg) = 0.9052
photoelectron 200 eV, photon 256.41 eV:
  Rs2 = 0.0655, Rd2 = 0.8347 pm^2/eV
  L3 linear: A20 = -0.1340, beta = 0.1340, W(0)/W(90 deg) = 1.2154
  L3 unpolarized: beta = -0.0670, W(0)/W(90 deg) = 0.9028
angle where P2 vanishes = 54.74 deg
largest relative length-velocity difference = 1.8e-04
largest A20 change on doubling grid step = 6.4e-04
```
